# Pattern-density model of oxide polishing and its stiff-pad limit

A wafer carries an oxide film whose surface has two levels. Raised oxide covers a fraction $\rho$ of the area, with $0<\rho<1$, and stands a height $s$ above the recessed oxide. The side walls are vertical, so $\rho$ stays the same as the raised oxide is worn down. Note that $\rho$ is the area fraction of raised oxide. It need not equal that of the metal lines beneath, because a deposited film can widen or narrow the pattern it covers.

Heights are measured upward from a fixed flat reference in the wafer. The raised surface is at $z_u(t)$ and the recessed surface at $z_d(t)$, with $z_u(0)=z_0$ and $z_d(0)=z_0-s$. The step is $h=z_u-z_d$. A pad presses on the wafer with mean pressure $P$ and slides at speed $v$. Removal follows Preston's law: a surface under local pressure $p$ recedes at the rate $k_p\,p\,v$, with the same coefficient $k_p$ at both levels. The underlying metal is never reached.

The pad is taken to behave differently on two length scales. Over long distances it follows the wafer, so that every region of the chip carries the same mean pressure $P$. Within a region it is stiff, and at first it is treated as so stiff that it touches the raised tops alone while any step remains.

The numerical example uses round model parameters: $P=30$ kPa, $v=1$ m/s, $z_0=2000$ nm, $s=800$ nm, and a removal rate of 200 nm/min on an unpatterned film. Two regions are compared, with densities 0.3 and 0.7.

## (a) How fast is the raised oxide removed while the recessed oxide is untouched?

**Solution.** On an unpatterned film the local pressure is $P$ everywhere, so the blanket rate is

$$K=k_pPv .$$

The example therefore implies

$$k_p=\frac{K}{Pv}=\frac{200\times10^{-9}\ \text{m}/60\ \text{s}}{(30\times10^{3}\ \text{Pa})(1\ \text{m/s})}=1.11\times10^{-13}\ \text{Pa}^{-1}.$$

On the patterned film, let the pressures on the two levels be $p_u$ and $p_d$. The forces on a region of area $A$ must add up to the applied force $PA$:

$$\rho A\,p_u+(1-\rho)A\,p_d=PA
\quad\Rightarrow\quad
\rho p_u+(1-\rho)p_d=P. \tag{1}$$

With no contact below, $p_d=0$ and $p_u=P/\rho$. Preston's law then gives

$$\frac{dz_u}{dt}=-k_pv\,\frac{P}{\rho}=-\frac{K}{\rho},\qquad \frac{dz_d}{dt}=0. \tag{2}$$

The minus sign records that the surface moves down. The density enters because a smaller contact area carries the same force. At density 0.3 the raised pressure is 100 kPa and the rate is 667 nm/min. At density 0.7 they are 42.9 kPa and 286 nm/min.

As $\rho\to1$ the rate tends to $K$, as it must for a film that is nearly all raised. As $\rho\to0$ it grows without bound. That divergence comes from assuming that the pad cannot bend down to the recessed oxide, an assumption relaxed in part (e).

## (b) When does the step disappear, and what is the height before and after?

**Solution.** Integrating (2) from $t=0$ gives

$$z_u=z_0-\frac{Kt}{\rho},\qquad h=z_u-(z_0-s)=s-\frac{Kt}{\rho}.$$

The step vanishes when $Kt/\rho=s$, that is, at the clearing time

$$t_c=\frac{\rho s}{K}. \tag{3}$$

From then on the region is flat, the pressure is $P$ everywhere, and the surface recedes at $K$. At $t_c$ its height is $z_0-s$, so for later times

$$z_u=z_0-s-K(t-t_c)=z_0-s-Kt+\rho s .$$

The complete law is

$$z_u(t)=\begin{cases} z_0-\dfrac{Kt}{\rho}, & t<t_c,\\[2mm] z_0-s+\rho s-Kt, & t\ge t_c. \end{cases} \tag{4}$$

The height is continuous at $t_c$, while the rate drops suddenly from $K/\rho$ to $K$.

For density 0.3, $t_c=0.3\times800/200=1.20$ min. For density 0.7, $t_c=2.80$ min. After 2 min the sparse region is flat, at

$$2000-800+240-400=1040\ \text{nm}.$$

The dense region still has its top at $2000-400/0.7=1429$ nm and a step of $800-400/0.7=229$ nm. After 4 min both regions are flat, at 640 nm and 960 nm.

If the walls slope, the raised fraction depends on the remaining step, and (2) becomes $dh/dt=-K/\rho(h)$. Separating variables gives $t_c=K^{-1}\int_0^s\rho(h)\,dh$, so (3) then holds with the density averaged over the height of the step.

## (c) Does the flat branch of (4) depend on how the two levels share the load?

**Solution.** Consider the area-mean height of the region,

$$\bar z=\rho z_u+(1-\rho)z_d .$$

Since $\rho$ is constant, Preston's law on each level gives

$$\frac{d\bar z}{dt}=-k_pv\left[\rho p_u+(1-\rho)p_d\right]=-k_pvP=-K, \tag{5}$$

where the bracket was replaced by $P$ using (1). No assumption about $p_d$ was needed. The initial mean is

$$\bar z(0)=\rho z_0+(1-\rho)(z_0-s)=z_0-(1-\rho)s,$$

and therefore

$$\bar z(t)=z_0-(1-\rho)s-Kt. \tag{6}$$

Once the region is flat, $z_u=\bar z$, and (6) is the second line of (4). The flat branch thus expresses conservation of volume: polishing removes oxide at a fixed volume per area and time, and the final height depends on how much oxide was there at the start. It holds for any load sharing that obeys (1) and Preston's law and does flatten the region.

The load sharing does affect the approach to flatness. From $z_d=z_u-h$ it follows that $\bar z=z_u-(1-\rho)h$, or

$$z_u=\bar z+(1-\rho)h. \tag{7}$$

Within these assumptions, any error in the predicted top height comes from an error in the predicted step.

## (d) How do the heights of two regions of different density compare?

**Solution.** Let $\rho_1<\rho_2$, with the same $z_0$ and $s$, and let $D$ be the height of the dense top minus that of the sparse top. There are three intervals.

While both regions have steps, the first line of (4) applies to each:

$$D=Kt\left(\frac1{\rho_1}-\frac1{\rho_2}\right),$$

which increases with time. The sparse region clears first, at $t_{c1}=\rho_1s/K$. Between $t_{c1}$ and $t_{c2}=\rho_2s/K$,

$$D=\left(z_0-\frac{Kt}{\rho_2}\right)-\left(z_0-s+\rho_1s-Kt\right)
=(1-\rho_1)s-Kt\left(\frac1{\rho_2}-1\right),$$

which decreases, because the dense top still recedes faster than $K$. The maximum is therefore at $t_{c1}$:

$$D_{\max}=\rho_1s\left(\frac1{\rho_1}-\frac1{\rho_2}\right)=s\left(1-\frac{\rho_1}{\rho_2}\right). \tag{8}$$

After $t_{c2}$ both regions follow the second line of (4), and subtraction leaves

$$D_{\text{end}}=(\rho_2-\rho_1)s. \tag{9}$$

In the example the difference rises to $800(1-0.3/0.7)=457$ nm at 1.20 min, then falls to $0.4\times800=320$ nm at 2.80 min and stays there.

Neither $K$ nor $P$ appears in (9). At 60 kPa the rate doubles and the clearing times halve, but the final difference is still 320 nm. Equation (6) shows why: the mean heights differ by $(\rho_2-\rho_1)s$ from the start, and both fall at $K$. Polishing removes the local steps and leaves this difference between regions.

The permanence of the difference rests on the assumption that each region carries the same $P$. A pad that pressed harder on the higher region would reduce it, and the model leaves that out.

## (e) What happens if the pad can reach the recessed oxide before the step is gone?

**Solution.** In each region, replace the stiff pad by a bed of independent springs below a rigid backing, with stiffness $k$ per unit area. Each region has its own backing level, set so that the region carries the mean pressure $P$. If the unloaded springs would end at height $d$, a surface at height $z>d$ feels the pressure $k(z-d)$, and a surface below $d$ feels none. When both levels touch,

$$p_u-p_d=k(z_u-d)-k(z_d-d)=kh .$$

Inserting $p_d=p_u-kh$ into (1) gives $p_u-(1-\rho)kh=P$, so

$$p_u=P+(1-\rho)kh,\qquad p_d=P-\rho kh. \tag{10}$$

The springs can push but not pull, so (10) requires $p_d\ge0$, which means

$$h\le h_c=\frac{P}{\rho k}. \tag{11}$$

Suppose first that $h_c<s$. Until the step has fallen to $h_c$, the raised tops carry all the load and part (b) applies unchanged. Setting $s-Kt/\rho=h_c$ gives the time of first contact,

$$t_1=\frac{\rho(s-h_c)}{K}.$$

After that, the difference of the two Preston rates is

$$\frac{dh}{dt}=-k_pv(p_u-p_d)=-\frac{K}{P}\,kh=-\frac{h}{\tau},\qquad \tau=\frac{P}{Kk}=\frac{\rho h_c}{K}, \tag{12}$$

and the step decays exponentially:

$$h=h_c\,e^{-(t-t_1)/\tau}. \tag{13}$$

The step now has no sharp end. Since $K=k_pPv$, the decay time is $\tau=1/(k_pvk)$, which in this model depends on neither the density nor the pressure. That independence, like the $1/\rho$ form of (11), comes from independent linear springs with one fixed $k$. A pad that deforms as a continuum has no such constant. For a smooth elastic half-space of plane-strain modulus $E^*$ on lines of pitch $\lambda$, the contact step is about $0.91\,P\lambda/E^*$ at density 0.3 and $0.31\,P\lambda/E^*$ at density 0.7. It grows in proportion to the pitch, and the ratio of the two values is 2.9 where (11) gives 2.3. The stiffness $k$ is thus an effective parameter for a given layout, and the values used below are illustrative.

For $k=0.5$ kPa/nm, contact begins at a step of 200 nm in the sparse region, after 0.90 min, and at 85.7 nm in the dense region, after 2.50 min. In both, $\tau=0.30$ min. At 4 min, five decay times after contact, the dense region keeps a step of about 0.6 nm.

If instead $h_c\ge s$, which means $\rho\le P/(ks)$, both levels touch from the start. Then $h=s\,e^{-t/\tau}$, and by (10) the initial rate on the tops is

$$k_pv\,p_u=K\left[1+(1-\rho)\frac{ks}{P}\right].$$

This stays finite as $\rho\to0$, so the divergence found in part (a) is absent for any finite stiffness.

## (f) How large is the error of the stiff-pad law (4)?

**Solution.** Take $h_c<s$ again. By (6), the mean height is the same for the stiff and the compliant pad. By (7), the compliant-pad top is therefore higher than (4) predicts by

$$\Delta=(1-\rho)\left(h_{\text{compliant}}-h_{\text{stiff}}\right).$$

Before $t_1$ this is zero. From (3) and (12), $t_1=t_c-\rho h_c/K=t_c-\tau$. Write $u=(t-t_1)/\tau$, so that $u=1$ is the stiff-pad clearing time. For $0\le u\le1$ the stiff-pad step is $K(t_c-t)/\rho=h_c(1-u)$, and

$$\Delta=(1-\rho)h_c\left[e^{-u}-(1-u)\right].$$

The derivative of the bracket is $1-e^{-u}\ge0$, so $\Delta$ grows until $u=1$. Beyond that the stiff-pad step is zero and $\Delta=(1-\rho)h_ce^{-u}$ decays. The largest error is therefore

$$\Delta_{\max}=\frac{(1-\rho)h_c}{e}=\frac{(1-\rho)P}{e\,\rho k}, \tag{14}$$

reached at $t=t_c$. It vanishes as $k\to\infty$, so the height tends to (4) at all times. Since $t_1$ then tends to $t_c$, the removal rate of the tops tends to $K/\rho$ at any fixed time before $t_c$.

For density 0.3, $\Delta_{\max}$ is 51.5 nm at $k=0.5$ kPa/nm, 5.2 nm at 5 kPa/nm and 2.6 nm at 10 kPa/nm. For density 0.7 the corresponding values are 9.5, 0.95 and 0.47 nm. Sparse regions suffer more for two reasons visible in (14): their contact step is larger, and so is the factor $1-\rho$.

## (g) What density should be used where the layout changes?

**Solution.** Where the density of raised oxide jumps, (2) makes the pressure $P/\rho$ on the raised tops jump too, although neighbouring tops start at the same height under the same stiff pad. A simple rule that removes this jump is to replace $\rho$ in (4) by the local area fraction of raised oxide averaged over a window of width $L$, the planarisation length. This is a modelling assumption and is not derived here from the elasticity of the pad.

Let the local density be $\rho_1$ for $x<0$ and $\rho_2$ for $x>0$, and use a one-dimensional window with uniform weight. For $|x|<L/2$ the window covers a length $L/2-x$ of the first region and $L/2+x$ of the second:

$$\rho(x)=\frac{\rho_1(L/2-x)+\rho_2(L/2+x)}{L}=\rho_m+(\rho_2-\rho_1)\frac{x}{L},\qquad \rho_m=\frac{\rho_1+\rho_2}{2}.$$

A sharp boundary thus becomes a linear ramp of width $L$. With $L=3$ mm, the density at the boundary itself is 0.5, the clearing time there is 2.00 min, and the height after 4 min is 800 nm. Once the whole ramp has cleared, the second line of (4) gives the surface slope

$$\frac{dz_u}{dx}=\frac{(\rho_2-\rho_1)s}{L}=\frac{320\ \text{nm}}{3\ \text{mm}}=107\ \text{nm/mm}.$$

The rule has a cost. Wherever a step remains, it puts the pressure $P/\rho(x)$ on tops whose true local density is $\rho_1$ or $\rho_2$. Until the sparse end of the ramp clears, at $t=\rho_1s/K$, there are steps everywhere on the ramp. During that time the force carried by the ramp, divided by the force applied to it, is

$$F=\frac1L\left[\int_{-L/2}^{0}\frac{\rho_1}{\rho(x)}\,dx+\int_0^{L/2}\frac{\rho_2}{\rho(x)}\,dx\right].$$

Changing the variable to $\rho$, with $dx=L\,d\rho/(\rho_2-\rho_1)$, turns each integral into a logarithm:

$$F=\frac{\rho_1\ln(\rho_m/\rho_1)+\rho_2\ln(\rho_2/\rho_m)}{\rho_2-\rho_1}. \tag{15}$$

For the example,

$$F=\frac{0.3\ln(0.5/0.3)+0.7\ln(0.7/0.5)}{0.4}=0.972 .$$

Until 1.20 min, about 3% of the load applied to the ramp is therefore unaccounted for. From then until 2.80 min, part of the ramp is flat and carries the pressure $P$, so (15) no longer applies. The ratio rises through 1, peaks at 2.00 min at $[0.2+0.7\ln(0.7/0.5)]/0.4=1.089$, an excess of about 9%, and returns to 1 at 2.80 min. During this time the rule has a pressure jump of its own, from $P$ to $P/\rho(x)$, at the moving edge of the flat part. Equation (15) treats the pattern as continuous. Summing the force over individual lines of 20 µm pitch, with the density averaged numerically over the same window, gives 0.974 when each line starts at the left edge of its pitch. Shifting the lines within the pitch changes the third decimal, so the sum agrees with (15) to within that effect.

The local imbalance is larger than the total suggests. Until the step at the boundary clears, the mean pressure is $\rho_1P/\rho_m=0.6P$ just to the left of the boundary and $\rho_2P/\rho_m=1.4P$ just to the right. The volume argument of part (c), which needs a mean pressure $P$, therefore does not hold point by point within the ramp. It does hold in the uniform regions more than $L/2$ from the boundary, where the averaged and local densities agree.

Numerical values quoted here were computed with a short program.
